Total energy and orbital-energy sum in neutral Hartree-Fock atoms

**Question.** The Hartree-Fock energy of an atom differs from the sum of its occupied orbital energies. How large is the ratio of the two for a neutral atom, how does it change with nuclear charge, and how well can the total energies of neon and argon be estimated from their orbital energies alone?

**Answer.** The ratio is fixed by one quantity, the electron repulsion as a fraction of the total energy. Thomas-Fermi theory gives that fraction for a heavy neutral atom.

Hartree atomic units are used throughout: energies are in hartree and lengths in bohr. The atom is nonrelativistic, has closed shells, and has a point nucleus of charge Z.

**What the orbital sum counts**

Let i and j run over occupied spin orbitals, and let h = −½∇² − Z/r. The orbital energy is

ε_i = ⟨i|h|i⟩ + Σ_j (⟨ij|ij⟩ − ⟨ij|ji⟩).

The two-electron terms are the Coulomb and exchange interactions of electron i with all the others. Call the kinetic energy T, the nuclear attraction Vne and the electron repulsion, exchange included, Vee. Each pair must be counted once in the energy, so

Vee = ½ Σ_ij (⟨ij|ij⟩ − ⟨ij|ji⟩),
E = T + Vne + Vee.

Summing ε_i counts each pair twice, once from either partner:

S = Σ_i ε_i = T + Vne + 2Vee = E + Vee.

Since E is negative, define the positive fraction ν = Vee/|E|, so that Vee = −νE. Then S = (1 − ν)E, and

E/S = 1/(1 − ν).

This is an identity for the converged Hartree-Fock state. A doubly filled spatial orbital enters S twice; summing over spatial orbitals once would double the ratio.

**The repulsion fraction in a heavy neutral atom**

In a heavy atom the electrons can be treated locally as a uniform gas. With Fermi wavenumber k, the density is n = k³/(3π²) and the mean kinetic energy per electron is (3/5)(k²/2). Hence

T = C ∫ n^(5/3) d³r, C = (3/10)(3π²)^(2/3).

At leading order the repulsion is the classical electrostatic energy of n. Minimizing the energy at fixed electron number N, with multiplier μ, gives, wherever n > 0,

(5/3) C n^(2/3) + V(r) = μ,
V(r) = −Z/r + ∫ n(r′)/|r − r′| d³r′.

Where n = 0 the minimum requires V ≥ μ, since otherwise moving a little density there would lower the energy. The density is thus nonzero exactly where V < μ, and it falls to zero where V = μ. For a neutral atom μ = 0. Suppose first that μ < 0. The density requires V < μ, but V tends to zero far away, so the density must end at some radius where V = μ. Outside a neutral sphere V = 0, up to and including its edge, which contradicts V = μ < 0. Suppose instead that μ > 0. Then n tends to a positive constant at large r and the number of electrons is infinite. Neither is possible.

Now multiply the equation by n and integrate. The repulsive part of V gives 2Vee, because the integral over both electrons counts each pair twice:

(5/3)T + Vne + 2Vee = 0. (A)

A second relation follows from stretching the density, n(r) → λ³n(λr), which preserves N. The kinetic energy becomes λ²T and both Coulomb energies are multiplied by λ. The energy is stationary at λ = 1, so

2T + Vne + Vee = 0. (B)

Subtracting (B) from (A) leaves −T/3 + Vee = 0. Therefore

Vee = T/3,
Vne = −2T − T/3 = −(7/3)T,
T : Vne : Vee = 3 : −7 : 1.

The total energy is E = −T, so ν = 1/3. The orbital sum is S = T − (7/3)T + (2/3)T = −(2/3)T, and

E ≈ (3/2) S.

This is the Ruedenberg relation. The factor came from neutrality and the virial relation (B), without solving for the density. Physically, the repulsion is one third of the binding energy, and S counts that repulsion once too often. The orbital sum is therefore less negative than E by one third of |E|.

**Scale of the energies**

The size of the corrections requires the energy itself. With μ = 0, write V = −Zφ/r, where φ(0) = 1 and φ vanishes at infinity. Since (5/3)C = ½(3π²)^(2/3), the density is

n = (2Zφ/r)^(3/2)/(3π²).

For r > 0, Poisson's equation for the potential energy of an electron is ∇²V = −4πn. Its left side is −(Z/r) d²φ/dr², so

d²φ/dr² = [8√2/(3π)] Z^(1/2) φ^(3/2) r^(−1/2).

Set r = bx Z^(−1/3). The left side acquires a factor Z^(2/3)/b² and the right side a factor Z^(1/6)/b^(1/2). The powers of Z cancel, and the numerical coefficient becomes one if b^(3/2) = 3π/(8√2):

d²φ/dx² = φ^(3/2)/√x, b = ½(3π/4)^(2/3) = 0.88534.

Solving this boundary-value problem numerically by collocation gives the initial slope φ′(0) = −1.58807.

Near the nucleus V = −Z/r − φ′(0)Z^(4/3)/b, so the second term is the repulsive potential at the nucleus, ∫ n/r d³r. Multiplying it by −Z gives Vne = φ′(0)Z^(7/3)/b. Since E = −T = (3/7)Vne,

E = −aZ^(7/3), a = −3φ′(0)/(7b) = 0.76875.

The scales also show why the local picture improves with Z. The atom has a size of order Z^(−1/3) and a density of order Z², so a typical electron wavelength, of order n^(−1/3), is of order Z^(−2/3). The wavelength divided by the size falls as Z^(−1/3).

Exchange was dropped from this leading estimate. In the local approximation it is proportional to −∫ n^(4/3) d³r, hence to Z^(8/3) from the density times Z^(−1) from the volume. With the uniform-gas coefficient, E_x = −(3/4)(3/π)^(1/3) ∫ n^(4/3) d³r, numerical integration over the Thomas-Fermi density gives −0.2208 Z^(5/3). Relative to E this is of order Z^(−2/3), and it does not affect the limiting ratio.

**The first correction**

The local picture fails within a distance of order 1/Z of the nucleus, where the wavelength is as large as the distance itself. A solvable model gives the resulting energy error: noninteracting electrons in the potential −Z/r. Shell k holds 2k² electrons of energy −Z²/(2k²), so every full shell contributes −Z². For m full shells,

E_shell = −mZ², N = m(m + 1)(2m + 1)/3.

In the semiclassical treatment the density ends at a radius R, where μ = −Z/R:

n = [2Z(1/r − 1/R)]^(3/2)/(3π²).

With r = Ru,

N = [4/(3π)](2ZR)^(3/2) ∫₀¹ u^(1/2)(1 − u)^(3/2) du.

The integral is π/16, so N = (2ZR)^(3/2)/12 and μ = −2Z²/(12N)^(2/3). Because μ = dE/dN, integration from zero electrons gives

E_sc = −6Z²N^(1/3)/12^(2/3) = −Z²(3N/2)^(1/3).

For full shells 3N/2 = (m + ½)³ − ¼(m + ½). Its cube root is m + ½ − 1/[12(m + ½)] plus smaller terms, and therefore

E_shell − E_sc = Z²{½ − 1/[12(m + ½)] + …}.

For 40 shells and Z = 1, the shell energy is −40.0000, the semiclassical energy is −40.4979, and the difference is 0.4979.

The difference tends to a constant as outer shells are added, so it belongs to the core. In a heavy atom the core sees the same −Z/r plus a nearly constant repulsive potential, which shifts both descriptions equally. This carries the correction +Z²/2, the Scott correction, over to the interacting atom. The transfer is an asymptotic argument, not a proof.

Next, the correction must be divided among the energy components. Because it belongs to the core, it is taken not to depend on N at this order, as long as N grows in proportion to Z. The Hartree-Fock energy is stationary in the orbitals, so its derivative with respect to Z at fixed N comes from the explicit Z in the nuclear attraction:

Vne = Z(∂E/∂Z)_N.

The term Z²/2 thus adds Z² to Vne. The virial relation E = −T, which follows from the same stretching argument applied to the orbitals, adds −Z²/2 to T. What remains for the repulsion is

δVee = δE − δT − δVne = Z²/2 + Z²/2 − Z² = 0.

The Scott correction reduces the binding energy but leaves the repulsion unchanged at order Z². For large Z the fraction ν therefore lies above 1/3. To this order

E = −aZ^(7/3) + Z²/2,
S = E + (a/3)Z^(7/3) = −(2a/3)Z^(7/3) + Z²/2.

With q = Z^(−1/3)/(2a), the quotient is

E/S = (3/2)(1 − q)/(1 − 3q/2)
= (3/2)[1 + q/2 + O(Z^(−2/3))]
= (3/2)[1 + 0.3252 Z^(−1/3) + O(Z^(−2/3))].

The approach to 3/2 is slow: halving the leading relative correction takes an eightfold increase in Z. In absolute terms,

(3/2)S − E = Z²/4 + O(Z^(5/3)),

so for large Z the energy error of the simple rule grows as Z² while its relative error falls as Z^(−1/3). This is an asymptotic trend and need not hold from one atom to the next.

**Neon and argon**

The Hartree-Fock equations were solved for the free atoms in large sets of uncontracted Gaussian functions whose exponents form geometric series. Correlation and relativity are absent, so the comparison is between two Hartree-Fock quantities and not with experiment. The basis is finite. Repeating neon and argon in a denser set changed E by less than 2 parts in 10⁵ and E/S by less than 10⁻⁴, so the third decimal of the energies quoted below serves the arithmetic and is not established as converged. A denser and wider set lowers E by about 0.001 for argon and Ar⁸⁺, 0.008 for krypton and 0.05 for xenon, moves (3/2)S − E for Ar⁸⁺ by 0.002, and leaves the quoted ratios and percentages unchanged.

For neon the orbital energies are −32.7724 (1s), −1.9304 (2s) and −0.8504 (2p). With two, two and six electrons,

S = 2(−32.7724) + 2(−1.9304) + 6(−0.8504) = −74.508,
(3/2)S = −111.762.

The Hartree-Fock total energy is −128.547. The estimate is too shallow by 16.785, or 13.1% of |E|. The actual ratio is E/S = 1.725, corresponding to ν = 0.420.

For argon the orbital energies are −118.6104 (1s), −12.3222 (2s), −9.5715 (2p), −1.2774 (3s) and −0.5910 (3p):

S = 2(−118.6104) + 2(−12.3222) + 6(−9.5715) + 2(−1.2774) + 6(−0.5910)
= −325.395,
(3/2)S = −488.093.

The total energy is −526.82. The estimate is too shallow by 38.7, or 7.4% of |E|, and the actual ratio is 1.619 with ν = 0.382. From neon to argon the absolute error more than doubles while the relative error nearly halves.

The percentages follow directly from the repulsion fraction. Since S/E = 1 − ν,

1 − (3/2)S/E = (3ν − 1)/2.

For neon this is (3 × 0.4204 − 1)/2 = 0.131. An excess of 0.087 in ν over one third is thus magnified by 3/2 in the energy estimate.

**How far the scaling law can be trusted**

The first-order formula gives ratios of 1.726 for neon and 1.686 for argon, against actual values of 1.725 and 1.619. The close agreement for neon should not be read as accuracy. If the same two-term energies are divided without expanding the quotient, neon comes out at 1.914 and argon at 1.797. The two forms differ only in orders beyond the one derived, so their gap shows that those orders matter in light atoms. For neon Z^(−2/3) is about 0.22, which is no smaller than the first correction, 0.15.

Krypton and xenon, treated in the same way, extend the comparison. Their actual ratios are 1.644 and 1.596; the first-order formula gives 1.648 and 1.629. The simple rule is too shallow by 8.8% of |E| for krypton and 6.0% for xenon. The ratio therefore does not fall steadily along the four atoms: it rises from argon to krypton.

The energy components show where this irregularity enters. Subtract the leading Thomas-Fermi terms and divide by Z²:

e = (E + aZ^(7/3))/Z²,
w = (Vee − (a/3)Z^(7/3))/Z².

The Scott argument predicts e → ½ and w → 0. In the order Ne, Ar, Kr, Xe, the calculations give

e = 0.371, 0.389, 0.415, 0.426,
w = −0.012, −0.050, −0.014, −0.042.

The total energy moves smoothly towards the predicted value. The repulsion remainder is small compared with e, but over these four atoms it shows no decrease towards zero and alternates from atom to atom. Because (3/2)S − E = ½E + (3/2)Vee, and the leading terms cancel in this combination,

[(3/2)S − E]/Z² = e/2 + 3w/2.

For argon this is 0.194 − 0.075 = 0.12, and for krypton 0.207 − 0.021 = 0.19. Both are below the asymptotic 0.25, and the change between them comes mainly from w. The alternation is plausibly a shell effect, which a smooth density cannot describe; that attribution is a conjecture here.

Exchange behaves more regularly. The Hartree-Fock exchange energies are −12.108 for neon and −30.185 for argon, which are 1.18 and 1.11 times the Thomas-Fermi value −0.2208 Z^(5/3). For krypton and xenon the factors are 1.08 and 1.05. This supports treating exchange as a correction of relative order Z^(−2/3).

**How the charge of the ion changes the ratio**

For a positive ion the Thomas-Fermi density has an edge and μ < 0. The right side of (A) becomes μN, while (B) is unchanged. Subtraction now gives

Vee = T/3 + μN,
ν = 1/3 − |μ|N/|E|.

Removing electrons thus lowers the repulsion fraction, and in this model E/S falls below 3/2.

The opposite limit to the heavy neutral atom is fixed N with Z → ∞. Measure lengths in units of 1/Z. The one-electron terms then scale as Z² and the repulsion as Z:

E = −AZ² + BZ + …, Vee = BZ + …,

where A and B are positive and depend on N. Hence ν ≈ B/(AZ) → 0 and E/S → 1. The electrons become nearly independent, and there is little repulsion left to count twice.

The ion Ar⁸⁺ has the ten electrons of neon but Z = 18. Its Hartree-Fock energy is −505.967 and its orbital sum is −380.208, so E/S = 1.331 and ν = 0.249. The rule would give (3/2)S = −570.312, too deep by 64.345, or 12.7% of |E|. The error is about as large as for neon but has the opposite sign. Between the two the ratio passes through 3/2: in Hartree-Fock it is 1.642 for Na⁺, 1.571 for Mg²⁺, 1.512 for Al³⁺ and 1.463 for Si⁴⁺. Neutrality is the condition for 3/2 in the Thomas-Fermi model only; these mildly charged light ions obey the rule better than neutral neon, because the effect of the charge offsets the excess of ν in the neutral atom.

For the four neutral atoms computed here, then, (3/2)S recovers the Hartree-Fock energy with a shortfall of 6 to 13%. The range and the sign belong to these four atoms: for neutral beryllium E/S is 1.445 and the rule is too deep by about 4%. As an estimate the rule is poorer than the two-term formula −aZ^(7/3) + Z²/2, which needs only Z and, from the values of e above, is too shallow by (½ − e)Z², about 10, 7, 4 and 3% of |E| for Ne, Ar, Kr and Xe. The rule is far too coarse for ionization energies or bond energies, which are small differences between total energies.
